\section*{When a Kirkendall marker plane attracts, and how several can coexist}

\section{What moves the markers}

Q: You draw the velocity of the lattice in a diffusion couple, add the line $v=x/(2t)$, and call the intersections marker planes. Why should inert markers care about a line on a graph?

A: Start with what carries them. Take a binary couple of A and B in a single phase, joined at $x=0$ with a composition step at $t=0$, and long enough for its ends to stay unchanged. Motion is along $x$. The partial volumes $V_A,V_B$ are constant, and vacancies are kept at equilibrium by sources and sinks in the lattice. With $c_i$ atoms per volume, $V_Ac_A+V_Bc_B=1$. I use the volume fraction $y=V_Bc_B$, which is the mole fraction of B when the partial volumes are equal.

Relative to the lattice, the fluxes define the intrinsic diffusivities, which I take as smooth, positive, bounded functions of $y$:
\begin{equation}
J_i=-D_i\,\frac{\partial c_i}{\partial x},\qquad i=A,B .
\end{equation}
An inert marker is fixed in the lattice, so it moves with the lattice velocity $v$, measured from the unchanged ends.

Q: And what fixes $v$?

A: Volume. In the frame of the ends each flux is $J_i+c_iv$. Since $\sum V_ic_i=1$ at all times, conservation of atoms makes $\sum V_i(J_i+c_iv)$ independent of $x$. It is zero at the ends, hence zero everywhere:
\begin{align}
v&=-(V_AJ_A+V_BJ_B)
 =D_A\frac{\partial(1-y)}{\partial x}+D_B\frac{\partial y}{\partial x}\nonumber\\
 &=(D_B-D_A)\frac{\partial y}{\partial x}. \label{v}
\end{align}
The volume flux of B in the same frame is
\begin{equation}
-D_B\frac{\partial y}{\partial x}+y(D_B-D_A)\frac{\partial y}{\partial x}
=-D\frac{\partial y}{\partial x},\qquad D=(1-y)D_B+yD_A ,
\end{equation}
so that $\partial y/\partial t=\partial(D\,\partial y/\partial x)/\partial x$, with $D$ the interdiffusion coefficient.

Q: The line has still not appeared.

A: It comes from the absence of any length in the initial step. The profile then depends on $\lambda=x/\sqrt t$ alone. Let a prime mean $d/d\lambda$. Then $\partial y/\partial t=-\lambda y'/(2t)$ and $\partial y/\partial x=y'/\sqrt t$, which gives
\begin{equation}
(Dy')'=-\tfrac12\lambda y',\qquad v=\frac{w(\lambda)}{\sqrt t},\qquad w=(D_B-D_A)y'. \label{sim}
\end{equation}
Put $x=\lambda\sqrt t$ into $dx/dt=v$:
\begin{equation}
\sqrt t\,\frac{d\lambda}{dt}+\frac{\lambda}{2\sqrt t}=\frac{w}{\sqrt t}
\quad\Longrightarrow\quad
\frac{d\lambda}{d\ln t}=w(\lambda)-\frac{\lambda}{2}. \label{flow}
\end{equation}
A marker keeps its $\lambda$, and so its composition, where $w=\lambda/2$. Multiplied by $1/\sqrt t$, that condition reads $v=x/(2t)$. The line is the velocity of a point that moves as $\sqrt t$.

\section{What attraction means}

Q: Then stability is simple. If $v$ falls with $x$, a marker ahead of the plane is slower and one behind is faster, so they gather. If $v$ rises, they scatter.

A: The first half is right. The second holds in micrometres, but the diffusion profile widens too, and markers may separate more slowly than it does. I call a plane attracting if markers converge on it in $\lambda$, that is, on the scaled profile. Define at a root
\begin{equation}
g=\frac{dw}{d\lambda}=t\,\frac{\partial v}{\partial x},
\end{equation}
where the last step uses $v=w/\sqrt t$ and $\partial\lambda/\partial x=1/\sqrt t$. For a small displacement $\delta\lambda$ from the root, \eqref{flow} gives
\begin{equation}
\frac{d\,\delta\lambda}{d\ln t}=\left(g-\tfrac12\right)\delta\lambda
\;\Longrightarrow\;
\delta\lambda\propto t^{\,g-1/2},\qquad
\delta x=\sqrt t\,\delta\lambda\propto t^{\,g}. \label{exp}
\end{equation}
There are three cases. For $g<0$ the markers approach the plane in real distance. For $0<g<\frac12$ they move away from it in micrometres, but more slowly than the diffusion zone widens, so on the scaled profile they still converge on it. For $g>\frac12$ they leave it on both measures. A negative velocity gradient is therefore sufficient for attraction, but not necessary. At $g=\frac12$ the linear term does not decide.

Q: What is the lattice doing in the middle case?

A: The gradient $\partial v/\partial x$ is the relative rate at which a marked piece of lattice lengthens. With equal partial volumes, the length changes only because lattice sites are added or removed. Where the gradient is negative, lattice planes are removed as vacancies arrive and are absorbed. Where it is positive, planes are added. In the middle case planes are added, but too slowly to keep up with the spreading profile.

\section{How many planes}

Q: Can all the intersections attract?

A: Not if there are several. Write \eqref{sim} as $(Dy')'=-(\lambda/2D)(Dy')$, whose solution is
\begin{equation}
Dy'=K\exp\!\left(-\int_0^\lambda\frac{s\,ds}{2D}\right).
\end{equation}
With $D$ bounded, $y'$ and $w$ vanish far away on both sides. The function $w-\lambda/2$ is thus positive far to the left and negative far to the right. If its roots are simple, it crosses zero an odd number of times, downwards first and last. A downward crossing has $g<\frac12$ and attracts; an upward one repels. There are $k$ attracting planes with $k-1$ repelling planes between them, and at least one attracting plane exists.

Q: That permits several planes. What property of the alloy produces them?

A: Eliminate $y''$ at a root. Let a dot mean $d/dy$ and let $\Delta=D_B-D_A$. Expanding \eqref{sim} and inserting the root condition $\lambda/2=\Delta y'$,
\begin{equation}
Dy''+\dot D\,y'^2=-\Delta\,y'^2 .
\end{equation}
Differentiating $D$ gives $\dot D=(1-y)\dot D_B+y\dot D_A-\Delta$. The two terms in $\Delta$ cancel:
\begin{equation}
Dy''=-\left[(1-y)\dot D_B+y\dot D_A\right]y'^2 .
\end{equation}
Now $g=(\Delta y')'=\dot\Delta\,y'^2+\Delta\,y''$, so
\begin{equation}
g=\frac{y'^2}{D}\Big\{(\dot D_B-\dot D_A)\,[(1-y)D_B+yD_A]
-(D_B-D_A)\,[(1-y)\dot D_B+y\dot D_A]\Big\}.
\end{equation}
Collect the factors of the two derivatives:
\begin{align}
\dot D_B:&\quad (1-y)D_B+yD_A-(1-y)(D_B-D_A)=D_A,\nonumber\\
\dot D_A:&\quad -(1-y)D_B-yD_A-y(D_B-D_A)=-D_B .
\end{align}
Hence
\begin{equation}
g=\frac{y'^2}{D}\,(D_A\dot D_B-D_B\dot D_A)
=y'^2\,\frac{D_AD_B}{D}\,\frac{d}{dy}\ln\frac{D_B}{D_A}. \label{g}
\end{equation}
The velocity gradient at a marker plane has the sign of the slope of the diffusivity ratio. Because $y'$ enters squared, it does not matter which alloy is on the left. Elsewhere on the curve the formula does not hold in general, since the root condition was used; an exception is a point where $D_A=D_B$.

Q: What if the ratio is constant?

A: Then $g=0$ at every root, and to first order neighbouring markers keep their distance from the plane. More generally, if $D_B/D_A$ never rises with $y$, every root has $g\le0$ and is a downward crossing. Two downward crossings cannot follow each other without an upward one between them, so there is one plane. Several planes with simple roots need a composition where the ratio rises steeply enough to give $g>\frac12$.

Q: That was a good deal of cancellation. Has it been tried on cases where it could fail?

A: In forty couples with varied laws for $D$ and $D_B/D_A$, half of them with the A-rich alloy on the left and half with it on the right, $g$ was found by differentiating the computed velocity curve. Over their 54 roots it differed from \eqref{g} by less than $10^{-5}$. Seven couples had several planes. Eight had a falling ratio, and each of those had one.

A second test starts from the computed similarity profile, but follows its evolution without \eqref{v} or the interdiffusion equation. Cells fixed to the lattice exchanged A and B by the intrinsic fluxes alone, and the cell faces served as markers. Over a sixteenfold increase of time, the faces agreed with \eqref{flow} to 0.003 in $x/\sqrt{D_0t}$, with $D_0$ the reference diffusivity. The stretching exponents agreed with \eqref{g} to 0.008. These are absolute differences, the larger of two couples, one with constant and one with varying $D$.

\section{How steep is steep enough}

Q: Give me a number for ``steeply enough''.

A: Take $D$ constant and terminal compositions a distance $\Delta y$ apart, with $D_A=D_B$ at their midpoint $y_c$. Then
\begin{equation}
y=y_c+\frac{\Delta y}{2}\,\mathrm{erf}\frac{\lambda}{2\sqrt D},\qquad
y'(0)=\frac{\Delta y}{2}\cdot\frac{2}{\sqrt\pi}\cdot\frac{1}{2\sqrt D}
=\frac{\Delta y}{2\sqrt{\pi D}} .
\end{equation}
At $\lambda=0$ the velocity vanishes, so this is a marker plane. Equal intrinsic diffusivities there mean $D_A=D_B=D$, and \eqref{g} becomes
\begin{equation}
g=\frac{\Delta y^2}{4\pi}\,\frac{d}{dy}\ln\frac{D_B}{D_A}>\frac12
\quad\Longleftrightarrow\quad
\frac{d}{dy}\ln\frac{D_B}{D_A}>\frac{2\pi}{\Delta y^2}. \label{crit}
\end{equation}
A repelling centre must have attracting planes on both sides, so there are at least three planes. The threshold is 6.28 for $\Delta y=1$ and 25.1 for $\Delta y=0.5$. With $\ln(D_B/D_A)$ linear in $y$ and $y_c=\frac12$, both spans gave one plane at 0.97 times the threshold and three at 1.03 times. The threshold marks where the centre begins to repel. For other midpoints, several planes can appear below it: with $\Delta y=0.5$ and $y_c=0.25$ there are three already at 0.8 times the threshold, and the centre is then one of the attracting planes. That slope, 20.1, is still about three times the threshold for the full range.

\section{A couple with two attracting planes}

Q: Show me one in micrometres.

A: Let $D=10^{-10}\,\mathrm{cm^2/s}=36\,\mathrm{\mu m^2/h}$, constant, and anneal pure A against pure B for 100 h. Then $\sqrt{Dt}=\sqrt{3600}=60\,\mathrm{\mu m}$. For the ratio choose
\begin{equation}
\ln\frac{D_B}{D_A}=-2.5\sin 2\pi y ,
\end{equation}
so A is faster on the A-rich side and B on the B-rich side, by at most a factor of 12. At $y=\frac12$ the slope is $5\pi=15.7$, above 6.28, and $g=5\pi/4\pi=1.25$. The centre repels. The other planes lie at $x=\pm76.2\,\mathrm{\mu m}$. Here is the curve on the right at 100 h:
\begin{center}
\begin{tabular}{rcc}
$x$ ($\mathrm{\mu m}$) & $v$ ($\mathrm{\mu m/h}$) & $x/(2t)$ ($\mathrm{\mu m/h}$)\\
20 & 0.222 & 0.100\\
40 & 0.349 & 0.200\\
60 & 0.400 & 0.300\\
80 & 0.367 & 0.400\\
100 & 0.247 & 0.500
\end{tabular}
\end{center}
The curve meets the line between 60 and 80 $\mathrm{\mu m}$, on its falling side. At the root $y=0.815$, $\sqrt D\,y'=0.1886$, $D_A/D=0.378$, $D_B/D=3.745$, and the slope of the logarithm is $-6.27$. Two checks follow by hand:
\begin{align}
\frac{w}{\sqrt D}&=(3.745-0.378)\times0.1886=0.635=\frac12\cdot\frac{76.2}{60},\\
g&=0.1886^2\times0.378\times3.745\times(-6.27)=-0.316 .
\end{align}
The table agrees roughly. Its slopes times 100 h are $-0.16$ at the midpoint 70 $\mathrm{\mu m}$ and $-0.60$ at 90 $\mathrm{\mu m}$; interpolation to 76.2 $\mathrm{\mu m}$ gives $-0.30$.

Q: Markers are laid at the joint, where you have a repelling plane. Which way do they go?

A: In the ideal step problem, a marker at $x_0>0$ has $\lambda=x_0/\sqrt t\to+\infty$ as $t\to0$. It enters the flow \eqref{flow} from the far right, where $\lambda$ decreases, and cannot cross a fixed point. It therefore tends to the outermost plane on the right. A marker at $x_0<0$ goes to the outermost plane on the left, so a marker layer of finite thickness divides. Here markers from $-1$ and $+1\,\mathrm{\mu m}$ stand at $-76.2$ and $+76.2\,\mathrm{\mu m}$ after 100 h.

Two markers from 1 and 2 $\mathrm{\mu m}$ are 0.052 $\mathrm{\mu m}$ apart at 10 h and 0.025 $\mathrm{\mu m}$ at 100 h. The factor 2.08 is close to $10^{0.316}=2.07$. Such a gap belongs to point markers; real particles would touch long before.

Q: And if there are attracting planes further in?

A: Markers that start off the joint do not reach them in the ideal step problem. With $\ln(D_B/D_A)=-4\sin[4\pi(y-\frac12)]$ and constant $D$, the five planes lie at $x/\sqrt{Dt}=0$, $\pm1.16$ and $\pm1.92$. The centre attracts, yet the markers followed from either side of the joint went to $\pm1.92$. An inner attracting plane collects markers that already lie in its interval of $\lambda$ when the similarity profile forms.

\section{Attraction with a rising velocity}

Q: I still distrust the case $0<g<\frac12$. Does it occur, or is it a gap in a classification?

A: Keep $D$, the time and the end compositions, and change the law to $\ln(D_B/D_A)=8(y-\frac12)$. The ratio rises everywhere, so by \eqref{g} no plane can have a negative gradient. Yet the centre has $g=8/4\pi=0.64$ and repels, while planes at $\pm99.7\,\mathrm{\mu m}$ have $g=0.29$ and attract.

For markers from 1 and 2 $\mathrm{\mu m}$, the gap grows from 0.95 $\mathrm{\mu m}$ at 10 h to 1.69 $\mathrm{\mu m}$ at 100 h. Divided by $\sqrt{Dt}$, it falls from 0.050 to 0.028. Attraction is slow: near the plane, \eqref{exp} multiplies $\delta\lambda$ by $10^{-0.21}=0.62$ per decade of time, and the marker from 1 $\mathrm{\mu m}$ is still at 104.4 $\mathrm{\mu m}$ after 100 h. The gap grew by 1.78 rather than $10^{0.29}=1.95$ because the markers have not reached the plane, and the mean slope of $w$ between them along the way was $\log_{10}1.78=0.25$.

\section{What a real couple would change}

Q: How close is any of this to a real part?

A: The diffusivity is meant as an order of magnitude for a metallic coating near 1300 K, and 100 h is a laboratory anneal, not a service life. The ratio laws represent no named alloy. They are far from modest: the sine law changes $D_B/D_A$ by a factor of about 150 between $y=0.25$ and $0.75$, and the linear law by $e^8\approx3000$ over the full range. Real coatings also contain several phases and more than two elements. The planes then depend on jumps at phase boundaries, and this model gives no estimate of that shift. Stress and bending are also left out.

Q: And the errors you can estimate?

A: Five can be sized for the sine law.

First, vacancies. Their imbalance per site is produced at a rate $|dw/d\lambda|/t$. Dislocations of density $\rho$ reduce an excess or a shortage at a rate of order $\rho D_v$ times its size, where $D_v$ is the vacancy diffusivity. Taking $D_v$ times the equilibrium vacancy fraction as roughly $D$, the largest relative departure from equilibrium, a shortage of vacancies at the centre, is about
\begin{equation}
\frac{1}{\rho Dt}\left|\frac{dw}{d\lambda}\right|
=\frac{1.25}{1\times36\times100}=3.5\times10^{-4}
\end{equation}
for $\rho=10^8\,\mathrm{cm^{-2}}=1\,\mathrm{\mu m^{-2}}$, a rough value. It is of order one near 2 minutes, when $\sqrt{Dt}$ is about 1 $\mathrm{\mu m}$. The fate of markers that close to the joint may therefore depend on the early transient.

Second, pores. On each outer side the lattice removed per area is $\int v_{\max}\,dt=2\sqrt t\,w_{\max}=80\,\mathrm{\mu m}$. If 5\,\% of those vacancies formed pores instead, they would amount to a layer 4 $\mathrm{\mu m}$ thick.

Third, unequal volumes. Equation \eqref{g} already allows for them, but a ratio law given in mole fraction must be converted. For $V_B/V_A=1.1$, with $D$ held fixed, the planes move to $-74.3$, $8.5$ and $77.9\,\mathrm{\mu m}$. The middle one moves most. The point with $v=0$ shifts to $y=1.1/2.1=0.524$, or $\lambda_0\sqrt t=60\times0.024/0.282=5.1\,\mathrm{\mu m}$, and solving $g(\lambda-\lambda_0)=\lambda/2$ enlarges this by $g/(g-\frac12)=5/3$.

Fourth, temperature. If both intrinsic diffusivities share an activation energy of 2.8 eV, a furnace 10 K too hot at 1300 K moves each outer plane outwards by 10\,\%, about 8 $\mathrm{\mu m}$, and leaves the middle one at the joint. Their number does not change, because a common factor in the diffusivities rescales $\lambda$ alone.

Fifth, finite thickness. In halves 1 mm thick, the composition change at the outer face is of order $10^{-32}$, which is negligible.

Q: So if I find two marker planes in a single-phase couple, what may I conclude?

A: Under the stated assumptions, and if both are attracting planes of the similarity flow, a repelling plane lies between them and $D_B/D_A$ rises with $y$ there. You may not conclude that the velocity gradient is negative at either plane. For that, measure the distance between neighbouring markers at two times: near the plane its exponent is $g$. Markers still on their way give a different value. In the linear-law couple, those from 20 and 40 $\mathrm{\mu m}$ give 0.11 between 50 and 100 h, where the plane has $g=0.29$.

\section*{Calculated quantities}
\begin{verbatim}
Interdiffusion coefficient: 1.0e-10 cm2/s = 36.0 um2/h
Anneal time 100 h, sqrt(D t) = 60.00 um
Largest D_B/D_A in sine law: 12.18
Sine law, left plane: x = -76.17 um, y = 0.1847, g = -0.3156
Sine law, middle plane: x = 0.00 um, y = 0.5000, g = 1.2500
Sine law, right plane: x = 76.17 um, y = 0.8153, g = -0.3156
Right plane: x/sqrt(D t) = 1.2694, sqrt(D) dy/dlam = 0.1886
Right plane: D_A/D = 0.3783, D_B/D = 3.7446, d ln(D_B/D_A)/dy = -6.266
Right plane: g from formula = -0.3156
Right plane velocity at 100 h: 0.3808 um/h
x =   0 um: v = -0.0000 um/h, x/(2t) = 0.0000 um/h
x =  20 um: v = 0.2217 um/h, x/(2t) = 0.1000 um/h
x =  40 um: v = 0.3492 um/h, x/(2t) = 0.2000 um/h
x =  60 um: v = 0.3998 um/h, x/(2t) = 0.3000 um/h
x =  80 um: v = 0.3669 um/h, x/(2t) = 0.4000 um/h
x = 100 um: v = 0.2472 um/h, x/(2t) = 0.5000 um/h
x = 120 um: v = 0.1201 um/h, x/(2t) = 0.6000 um/h
t =     1 h: markers from -1, 1, 2 um at -7.668, 7.668, 7.778 um; gap of last two 0.1102 um
t =    10 h: markers from -1, 1, 2 um at -24.111, 24.111, 24.163 um; gap of last two 0.0518 um
t =    50 h: markers from -1, 1, 2 um at -53.873, 53.873, 53.904 um; gap of last two 0.0311 um
t =   100 h: markers from -1, 1, 2 um at -76.179, 76.179, 76.204 um; gap of last two 0.0250 um
Gap exponent between 50 and 100 h: -0.3164
Linear law, left plane: x = -99.72 um, y = 0.1200, g = 0.2914
Linear law, middle plane: x = 0.00 um, y = 0.5000, g = 0.6366
Linear law, right plane: x = 99.72 um, y = 0.8800, g = 0.2914
Linear law, markers from 1 and 2 um: gap at 10 h 0.951 um, at 100 h 1.689 um
Linear law, gap/sqrt(D t): at 10 h 0.0501, at 100 h 0.0282
Linear law, marker from 1 um at 100 h: 104.35 um
Threshold slope of ln(D_B/D_A) for span 1.0: 6.283
Threshold slope of ln(D_B/D_A) for span 0.5: 25.133
Five-plane couple, x/sqrt(D t): -1.922, -1.158, 0.000, 1.158, 1.922
Lattice simulation, constant D: largest error in x/sqrt(D0 t) 1.9e-03, in y 2.9e-05, in g 7.5e-03
Lattice simulation, varying D: largest error in x/sqrt(D0 t) 2.8e-03, in y 4.5e-05, in g 1.9e-03
Varied couples: 40, roots 54, with several planes 7, with falling ratio 8
Largest error of gradient identity: 6.1e-06
Shift of right plane on halving the grid: 2.6e-05 um
Largest |dw/dlam| on the curve: 1.250
Relative vacancy supersaturation at 1e8 dislocations/cm2: 3.5e-04
Lattice removed on each outer side: 80.2 um; pore layer if 5 % condenses: 4.01 um
Planes for V_B/V_A = 1.1, law in mole fraction: -74.35, 8.45, 77.88 um
Composition change 1000 um from the joint: 2.3e-32
Plane shift for +10 K at 1300 K, 2.8 eV: 10.0 %
\end{verbatim}
